# Tunnelling into a four-channel nanotube: exponents and bias–temperature scaling

## Problem

A metallic single-wall nanotube has four conducting channels, $j=1,\dots,4$: two valleys times two spins. All have velocity $v$. The electrons repel through a screened interaction that sees only the total density $n=\sum_j n_j$ and costs the energy $\frac U2\int n^2\,dx$. Its strength is expressed by

$$K=\left(1+\frac{4U}{\pi\hbar v}\right)^{-1/2},$$

so that $K=1$ without interaction and $K<1$ for repulsion. A metal lead, described as a Fermi liquid with constant density of states, touches the tube at one weak point contact. The whole voltage $V$ drops there.

1. By what power of energy is tunnelling suppressed when the contact lies far from the ends, and when it lies at an end?
2. How does the differential conductance $G=dI/dV$ depend on $V$ and $T$ together?
3. For $K=0.25$, what are the conductances at 20 K and 80 K, and what does a bias of 10 mV do at 20 K?

Backscattering, valley-changing interactions and small gaps are neglected. Nominally metallic tubes often have a gap of ten meV or more at charge neutrality, which is not small compared with the energies used below, so the Fermi level must lie well away from it. Energies lie below the band cutoff, the tube is long enough for thermal smearing to hide its discrete levels, and tunnelling is treated to lowest order, which requires $G\ll e^2/h$. In the derivations $\hbar=k_B=1$, and $V$ inside a formula stands for the energy $eV$.

## First estimate by scaling

An electron added at an end must push the other electrons aside. Suppose that after imaginary time $\tau$ its charge has spread over a length $\ell$, shared equally by the channels. Filling a linear band to density $n_j$ costs $\frac{\pi v}{2}n_j^2$ per length. With $n_j=1/(4\ell)$ the energy is

$$E\sim \ell\left[4\,\frac{\pi v}{2}\frac{1}{16\ell^2}+\frac{U}{2\ell^2}\right]=\frac{\pi v}{8\ell}\left(1+\frac{4U}{\pi v}\right)=\frac{\pi v}{8K^2\ell}.$$

The charge spreads at the speed of charge sound. This speed grows as the square root of the energy cost of compression, which the interaction raises by the factor $1/K^2$, so it is $v/K$ and $\ell\sim v\tau/K$. Hence $E\sim 1/(K\tau)$ up to a number. The action $\int E\,d\tau$ is logarithmic, and the amplitude for the electron to enter and be removed after $\tau$ falls as a power of $\tau$ whose interaction-dependent part is $c/K$. The constant $c$ depends on the assumed shape of the spreading charge and is not determined here.

Without interaction the contact must be ohmic. Subtracting the value at $K=1$ gives the estimate $G\sim E^{\alpha}$ with

$$\alpha_{\rm end}\approx c\left(\frac1K-1\right),\qquad \alpha_{\rm bulk}\approx\frac c2\left(\frac1K-1\right).$$

The second form holds because charge added in the bulk escapes to both sides, which doubles $\ell$ and halves the cost. The energy $E$ is set by the larger of bias and temperature, so the estimate for the combined dependence is $G\sim\max(eV,k_BT)^\alpha$.

## Exact solution of the model

### Normal modes

Let $n_j=\partial_x\phi_j/\pi$ and $[\phi_j(x),\partial_y\theta_l(y)]=i\pi\delta_{jl}\delta(x-y)$. Integrating over $y$ and differentiating in $x$ gives $[\theta_j(y),n_j(x)]=i\delta(x-y)$. Therefore $[n_j(x),e^{i\theta_j(y)}]=\delta(x-y)e^{i\theta_j(y)}$: the factor $e^{i\theta_j}$ adds one electron. The creation operator for a right ($r=1$) or left ($r=-1$) mover is

$$\psi^\dagger_{rj}\propto e^{-irk_Fx}\,e^{i(\theta_j-r\phi_j)}.$$

Since $\frac U2 n^2=\frac{v}{2\pi}\frac{U}{\pi v}\left(\sum_j\partial_x\phi_j\right)^2$, the Hamiltonian is

$$H=\frac{v}{2\pi}\int dx\left[\sum_j(\partial_x\theta_j)^2+\sum_{jl}M_{jl}\,\partial_x\phi_j\,\partial_x\phi_l\right],\qquad M_{jl}=\delta_{jl}+\frac{U}{\pi v}.$$

The vector $(1,1,1,1)/2$ is an eigenvector of $M$ with eigenvalue $1+4U/(\pi v)=1/K^2$. The three directions orthogonal to it have eigenvalue 1. An orthogonal change of fields preserves the commutators, and each mode $a$ obeys

$$H_a=\frac{v_a}{2\pi}\int dx\left[K_a(\partial_x\theta_a)^2+\frac{1}{K_a}(\partial_x\phi_a)^2\right],\qquad v_a=\frac{v}{K_a}.$$

The charge mode has $K_a=K$; the neutral modes have $K_a=1$. Channel $j$ has squared weight $1/4$ on the charge mode and, by normalization, $3/4$ on the neutral modes together.

### Fluctuations in the bulk and at the end

In a long box of length $L$, expand in standing waves of wavenumber $q$. For one wave, $\phi$ is a coordinate with momentum $\partial_x\theta/\pi$, and its Hamiltonian is that of an oscillator with inverse mass $\pi v_aK_a$ and frequency $\omega=v_aq$. Its ground-state variance is $\pi v_aK_a/(2\omega)=\pi K_a/(2q)$. Exchanging the roles of the fields gives $\pi/(2K_aq)$ for $\theta$.

No current passes the end $x=0$, so $\phi$ is pinned there. Its waves are $\sqrt{2/L}\sin qx$, and those of $\theta$ are $\sqrt{2/L}\cos qx$. Their squares are $\frac1L(1\mp\cos2qx)$. Far from the end, $x\gg v_a\tau$, the oscillating part drops out and both squares become $1/L$. At the end they are $0$ for $\phi$ and $2/L$ for $\theta$.

The modes have density $L/\pi$ in $q$. With a short-distance cutoff $a_0$, the bulk result for $\phi$ is

$$\langle\phi_a^2\rangle-\langle\phi_a(\tau)\phi_a(0)\rangle=\frac{K_a}{2}\int_0^\infty\frac{dq}{q}e^{-a_0q}\left(1-e^{-v_aq\tau}\right)=\frac{K_a}{2}\ln\left(1+\frac{v_a\tau}{a_0}\right).$$

For $\theta$ the coefficient is $1/(2K_a)$ in the bulk and $1/K_a$ at the end.

Mixed terms cancel. For an oscillator coordinate $Q$ and momentum $P$, $\langle Q(\tau)P(0)\rangle=\frac i2e^{-\omega\tau}$ while $\langle P(\tau)Q(0)\rangle=-\frac i2e^{-\omega\tau}$, and the local correlator contains their sum.

For Gaussian fields, with $\Phi=\theta_j-r\phi_j$,

$$\langle e^{-i\Phi(\tau)}e^{i\Phi(0)}\rangle=\exp\left[-\langle\Phi^2\rangle+\langle\Phi(\tau)\Phi(0)\rangle\right]\propto\tau^{-\gamma}.$$

Adding the modes with their weights gives

$$\gamma_{\rm bulk}=\frac14\cdot\frac12\left(K+\frac1K\right)+\frac34,\qquad \gamma_{\rm end}=\frac14\cdot\frac1K+\frac34.$$

A density of states $\varepsilon^\alpha$ has the Laplace transform $\Gamma(1+\alpha)\tau^{-(1+\alpha)}$. Hence $\alpha=\gamma-1$, and

$$\boxed{\alpha_{\rm bulk}=\frac{K+1/K-2}{8},\qquad \alpha_{\rm end}=\frac{1/K-1}{4}.}$$

### Finite temperature

With Bose occupation $n_B(\omega)=\sum_{m\ge1}e^{-m\omega/T}$, the factor $1-e^{-\omega\tau}$ becomes

$$(1-e^{-\omega\tau})+n_B\left[(1-e^{-\omega\tau})+(1-e^{\omega\tau})\right].$$

Integrated with $d\omega/\omega$, the $m$th thermal term gives

$$\ln\frac{m/T+\tau}{m/T}+\ln\frac{m/T-\tau}{m/T}=\ln\left(1-\frac{T^2\tau^2}{m^2}\right).$$

The product formula $\prod_{m\ge1}(1-z^2/m^2)=\sin(\pi z)/(\pi z)$ then replaces $\tau$ by $\sin(\pi T\tau)/(\pi T)$, for times well above the cutoff time. The mode velocities enter only the prefactor.

Measure energies in a reference energy $E_0$ and normalize the zero-temperature density of states to $|\varepsilon|^\alpha$. If $P(\varepsilon)$ is the spectral weight for adding an electron of energy $\varepsilon$, then

$$\int d\varepsilon\,P(\varepsilon)e^{-\varepsilon\tau}=\Gamma(\gamma)\left[\frac{\pi T}{\sin(\pi T\tau)}\right]^\gamma.$$

Set $\tau=1/(2T)+is$. The sine becomes $\cosh(\pi Ts)$, and Fourier inversion gives

$$P(\varepsilon)=\frac{e^{\varepsilon/2T}}{2\pi}\Gamma(\gamma)(\pi T)^\gamma\int ds\,\frac{e^{i\varepsilon s}}{\cosh^\gamma(\pi Ts)}.$$

With $u=e^{2\pi Ts}$ and $y=\varepsilon/(2\pi T)$ the integral is a beta function:

$$\frac{2^\gamma}{2\pi T}\int_0^\infty du\,\frac{u^{\gamma/2-1+iy}}{(1+u)^\gamma}=\frac{2^{\gamma-1}}{\pi T}\frac{|\Gamma(\gamma/2+iy)|^2}{\Gamma(\gamma)}.$$

Consequently

$$P(\varepsilon)=\frac{(2\pi T)^{\gamma-1}}{2\pi}e^{\varepsilon/2T}\left|\Gamma\left(\frac\gamma2+\frac{i\varepsilon}{2\pi T}\right)\right|^2.$$

Adding the weight $P(-\varepsilon)$ for removing an electron gives the thermal density of states

$$\rho(\varepsilon,T)=\frac{(2\pi T)^\alpha}{\pi}\cosh\frac{\varepsilon}{2T}\left|\Gamma\left(\frac{1+\alpha}{2}+\frac{i\varepsilon}{2\pi T}\right)\right|^2.$$

### Current and conductance

Let the bias supply energy $V$ to an electron entering the tube. By the golden rule the forward rate is proportional to

$$R(V)=\int d\varepsilon\,P(\varepsilon)f(\varepsilon-V)=\int d\varepsilon\,P(\varepsilon)\left[1-f(V-\varepsilon)\right],$$

where $f$ is the Fermi function. This is a convolution, so its Laplace transform is a product. The lead factor is

$$\int d\omega\,\frac{e^{-\omega\tau}}{1+e^{-\omega/T}}=\frac{\pi T}{\sin(\pi T\tau)}.$$

The product has power $\gamma+1$ but prefactor $\Gamma(\gamma)$ instead of $\Gamma(\gamma+1)$. Thus $R$ follows from $P$ by replacing $\gamma$ with $\gamma+1$ and dividing by $\gamma=1+\alpha$. The reverse rate is $R(-V)$, by the particle–hole symmetry of the linear bands. In normalized units the current $R(V)-R(-V)$ is

$$I=\frac{(2\pi T)^{1+\alpha}}{\pi(1+\alpha)}\sinh\frac{V}{2T}\left|\Gamma\left(1+\frac\alpha2+\frac{iV}{2\pi T}\right)\right|^2.$$

Let $x=eV/(k_BT)$ and $b=1+\alpha/2$. The digamma function $\psi=\Gamma'/\Gamma$ gives

$$\frac{d}{dx}\ln\left|\Gamma\left(b+\frac{ix}{2\pi}\right)\right|^2=-\frac1\pi\,{\rm Im}\,\psi\left(b+\frac{ix}{2\pi}\right).$$

Differentiating the current, and evaluating the result at $x=0$, yields

$$G(V,T)=G(0,T)\,g_\alpha(x),\qquad G(0,T)=\frac{(2\pi T)^\alpha\,\Gamma(1+\alpha/2)^2}{1+\alpha},$$

$$\boxed{g_\alpha(x)=\left|\frac{\Gamma(b+ix/2\pi)}{\Gamma(b)}\right|^2\left[\cosh\frac x2-\frac2\pi\sinh\frac x2\;{\rm Im}\,\psi\left(b+\frac{ix}{2\pi}\right)\right].}$$

The function $g_\alpha$ contains no velocity, cutoff or contact strength. It is universal once $\alpha$ is given.

### Limits

For $\alpha=0$, $|\Gamma(1+iy)|^2=\pi y/\sinh(\pi y)$ turns the current into $I=V$, as an ohmic contact requires.

For $V\gg T$, short times control the forward rate and the reverse rate is exponentially small. Expand

$$\left[\frac{\pi T}{\sin(\pi T\tau)}\right]^{2+\alpha}=\tau^{-2-\alpha}\left[1+\frac{2+\alpha}{6}(\pi T\tau)^2+\dots\right].$$

Since $\tau^{-s}$ is the transform of $V^{s-1}/\Gamma(s)$, multiplication by $\Gamma(1+\alpha)$ gives

$$I\simeq\frac{V^{1+\alpha}}{1+\alpha}+\frac{\alpha(2+\alpha)\pi^2T^2}{6}V^{\alpha-1},$$

$$G\simeq V^\alpha\left[1-\frac{\pi^2\alpha(1-\alpha)(2+\alpha)}{6x^2}\right].$$

For $0<\alpha<1$ the conductance therefore approaches its zero-temperature value from below as $x$ grows. The limiting laws $G(0,T)$ and $V^\alpha$ meet at

$$x^*=2\pi\left[\frac{\Gamma(1+\alpha/2)^2}{1+\alpha}\right]^{1/\alpha}.$$

### Numbers for $K=0.25$

The chosen stiffness corresponds to $U/(\hbar v)=\frac\pi4(16-1)=11.78$, and the charge mode moves at $4v$. The exponents are

$$\alpha_{\rm bulk}=\frac{0.25+4-2}{8}=0.28125,\qquad \alpha_{\rm end}=\frac{4-1}{4}=0.75.$$

Take $E_0=1$ eV, so conductances are relative to the zero-temperature value that the power law assigns to 1 eV. This is a normalization; it does not claim that the model holds up to that energy. At 20 K, $k_BT=1.7235$ meV and $2\pi k_BT/E_0=0.01083$. The zero-bias values are

$$G_{\rm bulk}=\frac{0.01083^{0.28125}\,\Gamma(1.140625)^2}{1.28125}=0.1916,$$

$$G_{\rm end}=\frac{0.01083^{0.75}\,\Gamma(1.375)^2}{1.75}=0.0152.$$

At 80 K they rise by $4^\alpha$, that is by factors 1.477 and 2.828, to 0.2829 and 0.0429.

A bias of 10 mV at 20 K gives $x=10/1.7235=5.802$. Evaluating the scaling function gives $g=1.394$ in the bulk and $2.054$ at the end, so the conductances become 0.2670 and 0.0311.

## Comparison of estimate and solution

**Exponents.** The solution fixes the undetermined constant at $c=1/4$, and the end estimate then has the correct dependence on $K$. The bulk estimate becomes $(1/K-1)/8$ and misses a term: the difference from the solution is $(K-1)/8$. It comes from the fluctuations of $\phi$, which the spreading-charge picture ignores and which are pinned at an end. The error relative to $\alpha_{\rm bulk}$ has size $K/(1-K)$: it vanishes in the limit of strong repulsion but is still one third at $K=0.25$. For weak repulsion the estimate fails, because $\alpha_{\rm bulk}=(1-K)^2/(8K)$ is quadratic in $1-K$, not linear. The ratio $\alpha_{\rm end}/\alpha_{\rm bulk}=2/(1-K)$ is 2.67 in the example, where the estimate gives 2.

**Bias and temperature.** With the correct exponents, the rule $\max(eV,k_BT)^\alpha$ predicts that 10 mV at 20 K raises the conductance by $5.802^\alpha$: 1.64 in the bulk and 3.74 at the end. The solution gives 1.39 and 2.05. Most of the discrepancy is in the zero-bias value, which exceeds $(k_BT)^\alpha$ by the factor $(x^*)^\alpha$. With $x^*=1.629$ and $2.176$ this factor is 1.15 and 1.79. Temperature is thus more effective than an equal bias energy in lifting the suppression.

The rest is the thermal correction at finite bias. At 10 mV the zero-temperature conductances are 0.2738 and 0.0316, so the values at 20 K lie about 2.5% and 1.6% below them. The leading correction derived above gives 2.3% and 2.5%. The expansion is not yet accurate at this bias. Its $k$th term in $G/V^\alpha$ is a positive coefficient times $\alpha(\alpha-1)\cdots(\alpha-2k+1)/x^{2k}$, which is negative for $0<\alpha<1$, so higher powers of $1/x^2$ cannot explain why the deficit at the end is smaller than 2.5%. The expansion also omits terms of order $e^{-x}$. One of them is the reverse rate $R(-V)=e^{-x}R(V)$, which adds about $e^{-x}[x/(1+\alpha)-1]$ to $G/V^\alpha$, of order one percent at $x=5.8$. The closeness of 2.3% to 2.5% in the bulk is thus partly a cancellation.

The change between the two regimes is gradual:

| $x$ | $g$, bulk | $g$, end |
|---:|---:|---:|
| 2 | 1.078 | 1.171 |
| 5 | 1.330 | 1.845 |
| 20 | 2.021 | 5.266 |
| 50 | 2.619 | 10.490 |

The mean logarithmic slope between $x=2$ and $5$ is 0.23 in the bulk and 0.50 at the end, well below the exponents. Between $x=20$ and $50$ it is 0.283 and 0.752. In between, the local slope rises slightly above the exponent, to about 0.32 in the bulk and 0.77 at the end. It then falls back as $\alpha+\pi^2\alpha(1-\alpha)(2+\alpha)/(3x^2)$, which follows from the high-bias expansion. An exponent read from the bias dependence is thus too small near $x^*$ and somewhat too large once $x$ exceeds about 4 in the bulk or 6 at the end, with an excess that finally fades as $1/x^2$, whereas the zero-bias temperature dependence gives it directly within the model.

**Density of states and conductance.** The ratio $\rho(eV,T)/\rho(0,T)$ is another function of $x$, equal to 1.538 in the bulk and 2.458 at the end for $x=5.802$. It differs from $g_\alpha$ because

$$G(V,T)=\int d\varepsilon\,\rho(\varepsilon,T)\left[-f'(\varepsilon-V)\right]$$

averages the density of states over the thermal width of the lead. This fills in the minimum at zero bias and weakens the relative rise.

**Where the solution applies.** The bulk exponent requires a distance from the ends much larger than $v_a\tau$ for the fastest mode. Temperature limits the relevant times to $\tau\sim\hbar/(k_BT)$ and makes the influence of an end fall exponentially with distance, so a very large margin is not needed. In the example, a distance of about $\hbar v/(Kk_BT)$ from each end is sufficient for the bulk result. For $K=0.25$ and a typical nanotube velocity $v=8\times10^5$ m/s this is 1.2 µm at 20 K and 0.3 µm at 80 K, so a tube about 2.5 µm long, contacted in the middle, is long enough for the bulk numbers above. The length grows on cooling. The end exponent requires a distance from the end well below $\hbar v/(Kk_BT)$ while the tube is still longer than about twice this length. A clean end power law on cooling therefore appears only for a contact within a few percent of the tube length from one end; at one tenth of the length the finite size of the tube ends the power laws while the crossover from bulk to end behaviour is still under way. For a contact near the middle, the finite size intervenes before an end regime can develop. If an appreciable part of the voltage drops elsewhere, $V$ in these formulas must be the voltage across the contact alone, and $G$ the derivative of the current with respect to that voltage.

All numerical values are calculated from the stated model.
